# Escape of a flickering adatom from a pair of sites: verification in Python

```python
"""Escape of an adatom from a pair of sites A and B (absorbing Markov chain).

Rates: a (A to B), b (B to A), eA and eB (total escape from A and from B).
Result under test, with D = eA*eB + b*eA + a*eB and a start on A:
  mean escape time           T_A = (a + b + eB) / D
  probability to exit at A   eA * (b + eB) / D
  probability to exit at B   a * eB / D
Also tested: residence times, hop count, variance, survival function,
conditional escape times and the fast-flicker limit.
A start on B is obtained by exchanging the two sites.
Rates are in 1/ns, times in ns.
"""
import math
import random
import numpy as np
from scipy import constants
from scipy.integrate import simpson
from scipy.linalg import expm


def closed_forms(a, b, eA, eB):
    """Derived formulas for a start on the first site."""
    D = eA * eB + b * eA + a * eB
    T = (a + b + eB) / D
    s = a + b + eA + eB
    root = math.sqrt(s * s - 4 * D)
    return {
        "D": D,
        "T": T,
        "stay_own": (b + eB) / D,
        "stay_other": a / D,
        "exit_own": eA * (b + eB) / D,
        "exit_other": a * eB / D,
        "hops": a * (2 * b + eB) / D,
        "var": T * T + 2 * a * (eA - eB) / D**2,
        "delay": 1 / (b + eB),
        "fast": (s + root) / 2,
        "slow": (s - root) / 2,
        "qe_error": a * eB * (eB - eA) / (D * (b * eA + a * eB)),
    }


def survival(t, eA, c):
    """Probability of still being on the pair at time t."""
    up, lo = c["fast"], c["slow"]
    return ((up - eA) * np.exp(-lo * t)
            - (lo - eA) * np.exp(-up * t)) / (up - lo)


def transient_generator(a, b, eA, eB):
    return np.array([[-(a + eA), a], [b, -(b + eB)]])


# Model parameters
prefactor = 1.0e13          # 1/s
temperature = 600.0         # K
barriers = {"A to B": 0.50, "B to A": 0.45, "exit A1": 0.65,
            "exit A2": 0.70, "exit B": 0.55}      # eV
kT = constants.k * temperature / constants.e      # eV
rate = {name: prefactor * math.exp(-E / kT) * 1e-9
        for name, E in barriers.items()}          # 1/ns
a, b = rate["A to B"], rate["B to A"]
wA1, wA2, eB = rate["exit A1"], rate["exit A2"], rate["exit B"]
eA = wA1 + wA2
from_A = closed_forms(a, b, eA, eB)
from_B = closed_forms(b, a, eB, eA)

# Master equation propagated in time and integrated, for several rate sets
times = np.linspace(0.0, 400.0, 40001)
rate_sets = [(a, b, eA, eB), (0.7, 0.2, 0.5, 1.3),
             (3.0, 1.0, 0.1, 0.05), (0.9, 0.4, 0.3, 0.3)]
conditional = None
for rates in rate_sets:
    ra, rb, rA, rB = rates
    step = expm(transient_generator(*rates) * (times[1] - times[0]))
    occupation = np.empty((len(times), 2, 2))
    occupation[0] = np.eye(2)
    for n in range(1, len(times)):
        occupation[n] = occupation[n - 1] @ step
    stay = simpson(occupation, x=times, axis=0)
    first = simpson(occupation * times[:, None, None], x=times, axis=0)
    escape = np.array([rA, rB])
    cond = first / stay     # mean time given start (row), exit (column)
    if conditional is None:
        conditional = cond
    starts = [(0, closed_forms(ra, rb, rA, rB), rA),
              (1, closed_forms(rb, ra, rB, rA), rB)]
    for i, c, e_own in starts:
        j = 1 - i
        mean = stay[i].sum()
        variance = 2 * first[i].sum() - mean**2
        assert np.isclose(stay[i, i], c["stay_own"], rtol=1e-6)
        assert np.isclose(stay[i, j], c["stay_other"], rtol=1e-6)
        assert np.isclose(mean, c["T"], rtol=1e-6)
        assert np.isclose(stay[i, i] * escape[i], c["exit_own"], rtol=1e-6)
        assert np.isclose(stay[i, j] * escape[j], c["exit_other"], rtol=1e-6)
        assert np.isclose(variance, c["var"], rtol=1e-5)
        assert np.isclose(cond[i, j] - cond[i, i], c["delay"], rtol=1e-5)
        assert np.allclose(occupation[:, i, :].sum(axis=1),
                           survival(times, e_own, c), atol=1e-9)
        k_quasi = (rb * rA + ra * rB) / (ra + rb)
        assert np.isclose(mean - 1 / k_quasi, c["qe_error"],
                          rtol=1e-4, atol=1e-6)
    if rA == rB:            # equal escape rates: flicker must not matter
        assert np.allclose(stay.sum(axis=1), 1 / rA, rtol=1e-6)

# Separate absorbing state for every exit: final populations
G = np.zeros((5, 5))
G[0, 1], G[0, 2], G[0, 3] = a, wA1, wA2
G[1, 0], G[1, 4] = b, eB
G -= np.diag(G.sum(axis=1))
final = expm(G * 400.0)
channel_A = np.array([from_A["stay_own"] * wA1, from_A["stay_own"] * wA2,
                      from_A["stay_other"] * eB])
channel_B = np.array([from_B["stay_other"] * wA1, from_B["stay_other"] * wA2,
                      from_B["stay_own"] * eB])
assert np.allclose(final[0, 2:], channel_A, atol=1e-9)
assert np.allclose(final[1, 2:], channel_B, atol=1e-9)

# Explicit sum over hop sequences that start on A
hop_chance = [a / (a + eA), b / (b + eB)]
alive, site, mean_hops, exits = 1.0, 0, 0.0, [0.0, 0.0]
for n in range(5000):
    exits[site] += alive * (1 - hop_chance[site])
    mean_hops += n * alive * (1 - hop_chance[site])
    alive *= hop_chance[site]
    site = 1 - site
loop_sum = (1 - hop_chance[0]) / (1 - hop_chance[0] * hop_chance[1])
assert np.isclose(mean_hops, from_A["hops"], rtol=1e-9)
assert np.isclose(exits[0], from_A["exit_own"], rtol=1e-9)
assert np.isclose(exits[0], loop_sum, rtol=1e-9)
assert np.isclose(exits[1], from_A["exit_other"], rtol=1e-9)

# Event-by-event simulation, start on A
rng = random.Random(20)
walks = 100000
sim_time = np.empty(walks)
sim_exit = np.empty(walks, dtype=int)
sim_hops = np.empty(walks)
total = [a + eA, b + eB]
for w in range(walks):
    site, clock, hops = 0, 0.0, 0
    while True:
        clock += rng.expovariate(total[site])
        if rng.random() * total[site] >= (a, b)[site]:
            break
        site = 1 - site
        hops += 1
    sim_time[w], sim_exit[w], sim_hops[w] = clock, site, hops
sim_mean = sim_time.mean()
sim_err = sim_time.std() / math.sqrt(walks)
sim_pA = np.mean(sim_exit == 0)
sim_pA_err = math.sqrt(sim_pA * (1 - sim_pA) / walks)
tA, tB = sim_time[sim_exit == 0], sim_time[sim_exit == 1]
sim_delay = tB.mean() - tA.mean()
sim_delay_err = math.sqrt(tA.var() / len(tA) + tB.var() / len(tB))
# five standard errors: statistical tolerance
assert abs(sim_mean - from_A["T"]) < 5 * sim_err
assert abs(sim_pA - from_A["exit_own"]) < 5 * sim_pA_err
assert abs(sim_delay - from_A["delay"]) < 5 * sim_delay_err
assert (abs(sim_hops.mean() - from_A["hops"])
        < 5 * sim_hops.std() / math.sqrt(walks))

# Fast-flicker limit: speed up both hops, keep their ratio
k_q = (b * eA + a * eB) / (a + b)
speed_error = {}
for speed in (1, 10, 100, 1000):
    Q = transient_generator(speed * a, speed * b, eA, eB)
    speed_error[speed] = np.linalg.solve(-Q, np.ones(2))[0] - 1 / k_q
assert abs(speed_error[100] / speed_error[1000] - 10) < 0.1
quasi_exit_A = b * eA / (b * eA + a * eB)

# Spread relative to an exponential law (value 1)
cv_A = math.sqrt(from_A["var"]) / from_A["T"]
cv_B = math.sqrt(from_B["var"]) / from_B["T"]
assert eA < eB and cv_A < 1 < cv_B

print(f"prefactor: {prefactor:.1e} 1/s")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
for name, E in barriers.items():
    print(f"{name}: barrier {E:.2f} eV, rate {rate[name]:.5f} 1/ns")
print(f"total escape rate from A, eA: {eA:.5f} 1/ns")
print(f"D: {from_A['D']:.5f} 1/ns^2")
print(f"start A, mean time on A: {from_A['stay_own']:.4f} ns")
print(f"start A, mean time on B: {from_A['stay_other']:.4f} ns")
print(f"start B, mean time on A: {from_B['stay_other']:.4f} ns")
print(f"start B, mean time on B: {from_B['stay_own']:.4f} ns")
print(f"mean escape time T_A: {from_A['T']:.4f} ns")
print(f"mean escape time T_B: {from_B['T']:.4f} ns")
print(f"T_A converted: {from_A['T'] * 1e-9:.4e} s")
print(f"T_B converted: {from_B['T'] * 1e-9:.4e} s")
print(f"start A, exit at A: {from_A['exit_own']:.5f}")
print(f"start A, exit at B: {from_A['exit_other']:.5f}")
print(f"start B, exit at A: {from_B['exit_other']:.5f}")
print(f"start B, exit at B: {from_B['exit_own']:.5f}")
print("start A, channels A1, A2, B:", " ".join(f"{p:.5f}" for p in channel_A))
print("start B, channels A1, A2, B:", " ".join(f"{p:.5f}" for p in channel_B))
print(f"hop chances f_A, f_B: {hop_chance[0]:.5f} {hop_chance[1]:.5f}")
print(f"start A, mean flicker hops: {from_A['hops']:.3f}")
print(f"start B, mean flicker hops: {from_B['hops']:.3f}")
print(f"decay rates slow, fast: {from_A['slow']:.5f} {from_A['fast']:.5f} 1/ns")
print(f"start A, standard deviation: {math.sqrt(from_A['var']):.4f} ns")
print(f"start B, standard deviation: {math.sqrt(from_B['var']):.4f} ns")
print(f"standard deviation / mean, start A, B: {cv_A:.4f} {cv_B:.4f}")
print(f"start A, survival to 1 ns: {survival(1.0, eA, from_A):.5f}")
print(f"exponential law of mean T_A at 1 ns: {math.exp(-1/from_A['T']):.5f}")
print(f"start A, mean time if exit at A: {conditional[0, 0]:.4f} ns")
print(f"start A, mean time if exit at B: {conditional[0, 1]:.4f} ns")
print(f"delay 1/(b+eB): {from_A['delay']:.4f} ns")
print(f"quasi-equilibrium rate k_q: {k_q:.5f} 1/ns")
print(f"quasi-equilibrium time 1/k_q: {1 / k_q:.4f} ns")
print(f"quasi-equilibrium exit at A: {quasi_exit_A:.5f}")
for speed, err in speed_error.items():
    print(f"T_A - 1/k_q, flicker x {speed}: {err:.6f} ns")
print(f"simulated walks from A: {walks}")
print(f"simulated T_A: {sim_mean:.3f} +- {sim_err:.3f} ns")
print(f"simulated exit at A: {sim_pA:.4f} +- {sim_pA_err:.4f}")
print(f"simulated delay: {sim_delay:.3f} +- {sim_delay_err:.3f} ns")
print("done: every assertion held")
```

It prints:

```
prefactor: 1.0e+13 1/s
temperature: 600 K
thermal energy kT: 0.05170 eV
A to B: barrier 0.50 eV, rate 0.63123 1/ns
B to A: barrier 0.45 eV, rate 1.66022 1/ns
exit A1: barrier 0.65 eV, rate 0.03469 1/ns
exit A2: barrier 0.70 eV, rate 0.01319 1/ns
exit B: barrier 0.55 eV, rate 0.24000 1/ns
total escape rate from A, eA: 0.04788 1/ns
D: 0.24248 1/ns^2
start A, mean time on A: 7.8366 ns
start A, mean time on B: 2.6032 ns
start B, mean time on A: 6.8468 ns
start B, mean time on B: 2.8007 ns
mean escape time T_A: 10.4398 ns
mean escape time T_B: 9.6475 ns
T_A converted: 1.0440e-08 s
T_B converted: 9.6475e-09 s
start A, exit at A: 0.37524
start A, exit at B: 0.62476
start B, exit at A: 0.32785
start B, exit at B: 0.67215
start A, channels A1, A2, B: 0.27187 0.10337 0.62476
start B, channels A1, A2, B: 0.23754 0.09031 0.67215
hop chances f_A, f_B: 0.92949 0.87370
start A, mean flicker hops: 9.269
start B, mean flicker hops: 8.972
decay rates slow, fast: 0.09771 2.48162 1/ns
start A, standard deviation: 10.2403 ns
start B, standard deviation: 10.1943 ns
standard deviation / mean, start A, B: 0.9809 1.0567
start A, survival to 1 ns: 0.92412
exponential law of mean T_A at 1 ns: 0.90866
start A, mean time if exit at A: 10.1110 ns
start A, mean time if exit at B: 10.6373 ns
delay 1/(b+eB): 0.5263 ns
quasi-equilibrium rate k_q: 0.10080 1/ns
quasi-equilibrium time 1/k_q: 9.9202 ns
quasi-equilibrium exit at A: 0.34416
T_A - 1/k_q, flicker x 1: 0.519609 ns
T_A - 1/k_q, flicker x 10: 0.054276 ns
T_A - 1/k_q, flicker x 100: 0.005452 ns
T_A - 1/k_q, flicker x 1000: 0.000545 ns
simulated walks from A: 100000
simulated T_A: 10.440 +- 0.032 ns
simulated exit at A: 0.3741 +- 0.0015
simulated delay: 0.498 +- 0.067 ns
done: every assertion held
```
